\section*{What grid does the exchange energy need in a plane-wave basis?}

\section*{Question}

I am testing exchange energies in a one-dimensional periodic model with cell length $L=10$ bohr. My orbitals are sums of plane waves $e^{ig_mx}$ with $g_m=2\pi m/L$ and $|m|\le M=6$, which makes 13 plane waves. There are two doubly occupied orbitals, the lowest eigenvectors of a one-particle Hamiltonian with two Gaussian wells (depths 3.0 and 2.5 hartree, centres at 4.0 and 5.6 bohr, standard deviation 0.5 bohr). The electrons interact through $v(x)=V_0e^{-\kappa|x|}$ with $V_0=1$ hartree and $\kappa=0.5$ bohr$^{-1}$.

To save time I form the products $\phi_i^*\phi_j$ on a uniform grid of 13 points, Fourier transform them, multiply by the transform of $v$ and sum. Thirteen points hold 13 plane waves, and the orbitals are orthonormal on this grid to rounding error. Yet the exchange energy disagrees with a direct double integral in real space, which gives $-1.55409$ hartree. Three things puzzle me.

\begin{enumerate}
\item If the grid holds the orbitals, what is missing, and how many points would be enough?
\item I assumed that a small grid merely drops some Fourier components. Each component contributes a negative amount to the exchange energy, so dropping some should raise it. My result is too low, by $1.3\times10^{-3}$ hartree.
\item The error changes when I slide both wells together along the grid. Can I predict by how much, and can I filter the error away?
\end{enumerate}

\section*{Answer}

Your grid holds the orbitals, but the exchange energy is built from their products, and a product has a wider spectrum than its factors. The components that do not fit are not simply lost: sampling adds them to other components. I keep your orbitals fixed throughout, so every error below is relative to the exchange energy of these same orbitals, not to a converged basis or a self-consistent solution. For scale, the basis itself is not converged at $M=6$: with $M=16$ the same wells give $-1.55792$ hartree, which is $3.8\times10^{-3}$ hartree lower. This shift is about three times the grid error you found.

\subsection*{The spectrum of a pair density}

Write the orthonormal orbitals and the pair densities as
\begin{equation}
\phi_i(x)=\frac{1}{\sqrt L}\sum_{m=-M}^{M}c_i(m)e^{ig_mx},\qquad
\rho_{ij}(x)=\phi_i^*(x)\phi_j(x)=\sum_n\rho_{ij}(n)e^{ig_nx}.
\end{equation}
The coefficients follow by projection:
\begin{align}
\rho_{ij}(n)&=\frac1L\int_0^L\phi_i^*\phi_j\,e^{-ig_nx}dx
=\frac{1}{L^2}\sum_{m,m'}c_i(m)^*c_j(m')\int_0^Le^{i(g_{m'}-g_m-g_n)x}dx\nonumber\\
&=\frac1L\sum_m c_i(m)^*c_j(m+n),
\label{eq:conv}
\end{align}
because the integral is $L$ for $m'=m+n$ and zero otherwise. Both $m$ and $m+n$ must lie between $-M$ and $M$, so their difference obeys $|n|\le2M$. At the upper edge a single term survives, with $m=-M$ and $m+n=M$:
\begin{equation}
\rho_{ij}(2M)=\frac{c_i(-M)^*c_j(M)}{L}.
\label{eq:edge}
\end{equation}
The pair densities therefore need twice the orbital wavevector cutoff whenever some product in \eqref{eq:edge} is nonzero. In your model the cutoff rises from $3.77$ to $7.54$ bohr$^{-1}$. Since kinetic energy is $g^2/2$, the corresponding energy cutoff is four times larger: $28.4$ instead of $7.1$ hartree.

The condition on the edge coefficients matters. If the occupied orbitals are single plane waves with $|m|\le m_F<M$, their pair densities reach only $2m_F$, whatever the size of the basis. In your case $|L\rho_{11}(12)|=9.1\times10^{-4}$, which is small but not zero.

\subsection*{The exchange energy in Fourier space}

For a closed shell, the factor $\tfrac12$ in the exchange energy cancels against the two spin directions. With periodic orbitals (the $\Gamma$ point alone), the energy per cell is
\begin{equation}
E_x=-\sum_{ij}\int_0^Ldx\int_{-\infty}^{\infty}dx'\,\rho_{ij}^*(x)\,v(x-x')\,\rho_{ij}(x').
\end{equation}
Set $s=x-x'$. Each component of $\rho_{ij}(x')$ then gives
\begin{equation}
\int_{-\infty}^{\infty}v(s)e^{ig_n(x-s)}ds=v_ne^{ig_nx},\qquad
v_n=V_0\left[\frac1{\kappa+ig_n}+\frac1{\kappa-ig_n}\right]=\frac{2V_0\kappa}{\kappa^2+g_n^2}.
\end{equation}
The two fractions are the integrals over $s>0$ and $s<0$. The remaining integral over $x$ pairs equal wavevectors and supplies a factor $L$:
\begin{equation}
E_x=-L\sum_{ij}\sum_{n=-2M}^{2M}v_n|\rho_{ij}(n)|^2 .
\label{eq:ex}
\end{equation}
Here $v_n$ is positive, even in $n$, and decreasing in $|n|$. These properties fix the signs below.

\subsection*{What the grid sees}

Take an odd number $N$ of points $x_k=kL/N$ and let $K=(N-1)/2$, so that the grid distinguishes the components $|n|\le K$. For any integer $p$,
\begin{equation}
e^{ig_{n+pN}x_k}=e^{ig_nx_k}e^{2\pi ipk}=e^{ig_nx_k}.
\end{equation}
Components whose indices differ by a multiple of $N$ look the same on the grid, and the discrete transform returns their sum,
\begin{equation}
\tilde\rho_{ij}(n)=\sum_p\rho_{ij}(n+pN),\qquad |n|\le K .
\end{equation}

If $N\ge4M+1$, then $K\ge2M$, so no component is dropped. Every alias has $|n+pN|\ge N-2M\ge2M+1$ for $|n|\le2M$, where the pair density vanishes. For $2M<|n|\le K$ the true coefficient is zero, and the aliases satisfy $|n+pN|\ge N-K=K+1>2M$, so they vanish too. The energy is then exact for the given orbitals. For you this means 25 points.

Now let $2M+1\le N<4M+1$. Terms with $|p|\ge2$ do not contribute, since $|n+pN|\ge2N-K=(3N+1)/2>2M$. Of the two terms $p=\pm1$, one has index $N+|n|>2M$ and vanishes. The other has size $N-|n|$ and contributes only if $N-|n|\le2M$. Hence each retained component receives at most one alias, and the components
\begin{equation}
|n|\le N-2M-1
\label{eq:clean}
\end{equation}
are clean. The component $n=0$ is among them, and $L\rho_{ij}(0)=\delta_{ij}$ is the overlap matrix. This is why your orthonormality check succeeds on 13 points and says nothing about the rest of the pair density. On 12 points even the overlap fails: by $2.9\times10^{-4}$ with the wells where you put them, and by up to $1.8\times10^{-3}$ at other positions.

\subsection*{Truncation and aliasing}

Split the error into the loss of the components $|q|>K$ and the change in those that remain:
\begin{align}
E_{\rm grid}-E_x&=T+A,\qquad
T=L\sum_{ij}\sum_{K<|q|\le2M}v_q|\rho_{ij}(q)|^2\ge0,\\
A&=-L\sum_{ij}\sum_{|n|\le K}v_n\left(|\tilde\rho_{ij}(n)|^2-|\rho_{ij}(n)|^2\right).
\end{align}
The truncation error $T$ is the positive error you expected. To evaluate $A$, follow a dropped component $q>K$. It lands on $n=q-N$, where
\begin{equation}
|\rho_{ij}(q-N)+\rho_{ij}(q)|^2-|\rho_{ij}(q-N)|^2
=|\rho_{ij}(q)|^2+2\,{\rm Re}\left[\rho_{ij}(q-N)^*\rho_{ij}(q)\right].
\end{equation}
The component $-q$ lands on $N-q$ and gives the same expression with both indices reversed. Since $\rho_{ji}(x)=\rho_{ij}(x)^*$, we have $\rho_{ij}(-n)=\rho_{ji}(n)^*$, and so
\begin{equation}
{\rm Re}\left[\rho_{ij}(N-q)^*\rho_{ij}(-q)\right]
={\rm Re}\left[\rho_{ji}(q-N)\rho_{ji}(q)^*\right]
={\rm Re}\left[\rho_{ji}(q-N)^*\rho_{ji}(q)\right].
\end{equation}
After summation over $i$ and $j$, the cross terms from $q$ and $-q$ are equal. Their factor becomes $2\times2=4$:
\begin{align}
A&=-L\sum_{ij}\sum_{K<|q|\le2M}v_{N-|q|}|\rho_{ij}(q)|^2-4L\,{\rm Re}\,Z,
\label{eq:alias}\\
Z&=\sum_{ij}\sum_{q=K+1}^{2M}v_{N-q}\,\rho_{ij}(q-N)^*\rho_{ij}(q).
\end{align}

For your parameters, with the wells where you put them, the errors in units of $10^{-6}$ hartree are:

\begin{center}
\begin{tabular}{rrrr}
$N$ & $T$ & $A$ & $T+A$\\
\hline
13 & 200.0 & $-1496$ & $-1296$\\
15 & 30.8 & $-378.3$ & $-347.5$\\
17 & 3.99 & $-12.21$ & $-8.22$\\
19 & 0.413 & 3.22 & 3.63\\
21 & 0.0378 & 0.0800 & 0.1178\\
23 & 0.0030 & $-0.0202$ & $-0.0172$
\end{tabular}
\end{center}

On your 13 points, truncation does raise the energy, but aliasing lowers it by about 7.5 times as much. The total is $0.083\%$ of $|E_x|$. On 19 and 21 points the aliasing error is positive, so its sign is not fixed.

\subsection*{Sliding the wells along the grid}

Moving the orbitals rigidly by $t$ changes $\rho_{ij}(n)$ into $\rho_{ij}(n)e^{-ig_nt}$. The squared magnitudes in $T$ and in \eqref{eq:alias} do not change. The products in $Z$ acquire the phase
\begin{equation}
e^{ig_{q-N}t}e^{-ig_qt}=e^{-ig_Nt}=e^{-2\pi iNt/L},
\end{equation}
which is the same for every $q$. The total error is therefore
\begin{equation}
\Delta E(t)=-L\sum_{ij}\sum_{K<|q|\le2M}\left(v_{N-|q|}-v_q\right)|\rho_{ij}(q)|^2
-4L\,{\rm Re}\left[Ze^{-2\pi iNt/L}\right].
\label{eq:shift}
\end{equation}
It is a constant plus one harmonic of amplitude $4L|Z|$, whose period is the grid spacing $L/N$.

The constant is the average over $t$, and it cannot be positive. A dropped component has $|q|>N/2$, so it reappears at the smaller index $N-|q|$, where $v_n$ is larger. It is counted with too much weight instead of being left out. This also shows that no odd grid with $2M+1\le N<4M+1$ is exact at every position if the edge product \eqref{eq:edge} is nonzero for some pair, because the average error is then strictly negative.

The next table gives the average and the amplitude in units of $10^{-6}$ hartree. The last two columns belong to the filter discussed below.

\begin{center}
\begin{tabular}{rrrrr}
$N$ & average & amplitude & clean $|n|\le$ & filtered\\
\hline
13 & $-119.5$ & 4741 & 0 & 754100\\
15 & $-13.9$ & 375 & 2 & 69560\\
17 & $-1.42$ & 41.8 & 4 & 5661\\
19 & $-0.124$ & 5.18 & 6 & 200.0\\
21 & $-0.0096$ & 0.204 & 8 & 3.99\\
23 & $-0.0006$ & 0.0212 & 10 & 0.0378
\end{tabular}
\end{center}

In every row the amplitude exceeds the average by a factor of at least 20, so the error changes sign as the wells move. A comparison at one position can thus mislead. On 13 points you found an error of $1.3\times10^{-3}$ hartree, but the largest magnitude over all positions is $(4741+119.5)\times10^{-6}\approx4.9\times10^{-3}$ hartree, or $0.31\%$ of $|E_x|$.

The true energy does not depend on $t$, so any slope is a spurious force on the rigidly moved system. By \eqref{eq:shift} its largest value is $2\pi N/L$ times the amplitude. For $N=13$ this is $8.17\times4.74\times10^{-3}\approx0.039$ hartree/bohr.

\subsection*{Does filtering help?}

You can discard every contaminated component and keep only those in \eqref{eq:clean}. Aliasing and the dependence on $t$ then disappear. What remains is a truncation error at the lower cutoff $N-2M-1$, which is never negative.

In this model the price is high: on each reduced grid, the filtered error exceeds the largest unfiltered one. The formulas show how this can happen. Filtering removes the whole contribution $v_n|\rho_{ij}(n)|^2$ of a contaminated component. Aliasing changes that contribution by a cross term of relative size at most $2|\rho_{ij}(q)|/|\rho_{ij}(n)|$, plus a quadratic term. When the alias is much weaker than the component it lands on, a slightly wrong component is better than none. For $N\le21$ this describes the contaminated components of lowest $|n|$, which carry most of the removed energy. It does not describe $|n|=K$, where the alias, measured by its norm over all pairs, is about a third to a half of the component it lands on. On 23 points that is the only contaminated component, and the filtered error exceeds the largest unfiltered one by less than a factor of 2.

The extreme case is $N=13$, where only $n=0$ is clean. With $\rho_{ij}(0)=\delta_{ij}/L$ and $v_{n=0}=2V_0/\kappa=4$ hartree bohr, the two orbitals give $-2\times4/10=-0.8$ hartree. This lies $0.754$ hartree above the reference, as the table says.

\subsection*{A case you can check by hand}

On $N=4M-1=23$ points only $q=\pm12$ is lost, and it lands on $\mp11$. By \eqref{eq:edge}, the sum over pairs factorizes:
\begin{equation}
\sum_{ij}|\rho_{ij}(\pm2M)|^2=\frac{w_+w_-}{L^2},\qquad w_\pm=\sum_i|c_i(\pm M)|^2 .
\end{equation}
The two signs of $q$ give a factor 2, so
\begin{equation}
T=\frac2L\,v_{12}\,w_+w_-,\qquad
\overline{\Delta E}=-\frac2L\,(v_{11}-v_{12})\,w_+w_- .
\end{equation}
With $w_+=w_-=9.258\times10^{-4}$, $v_{11}=0.020825$ and $v_{12}=0.017513$ hartree bohr,
\begin{align}
T&=0.2\times0.017513\times(9.258\times10^{-4})^2=3.00\times10^{-9}\ \text{hartree},\\
\overline{\Delta E}&=-0.2\times0.003312\times(9.258\times10^{-4})^2=-5.68\times10^{-10}\ \text{hartree}.
\end{align}
Both agree with the grid calculation.

\subsection*{Which grid to choose}

Use 25 points if you want no grid error for these orbitals. If you can accept a small one, 19 points keep it below $5.4\times10^{-6}$ hartree at every position, which is $3.5\times10^{-6}$ of $|E_x|$. That figure belongs to these smooth orbitals, whose outer coefficients are small. Sharper orbitals put more weight near $|m|=M$, so the reduced grid has to be tested again for them, at several positions within one grid spacing.

In three dimensions the doubling follows in the same way. If $|\mathbf G|$ and $|\mathbf G'|$ are at most $G_c$, then $|\mathbf G'-\mathbf G|\le2G_c$, and since $-\mathbf G$ belongs to the basis together with $\mathbf G$, the difference reaches twice the largest $|\mathbf G|$ in the basis, which is $2G_c$ when a reciprocal lattice vector lies on the cutoff sphere. The error sizes above belong to the one-dimensional model and do not carry over.

The numerical check compares the grid energies with the real-space double integral. It also tests the error formulas on random complex orbitals, and the exception for occupied plane waves with $m_F=1$ on 13 points.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length L = 10.0 bohr; orbital cutoff index M = 6
v0 = 1.0 hartree; kappa = 0.5 1/bohr
well depths = 3.0, 2.5 hartree
well centres = 4.0, 5.6 bohr
well Gaussian width = 0.5 bohr
doubly occupied orbitals = 2
lowest three levels = -1.9148, -1.1101, 0.0038 hartree
orbital wavevector cutoff = 3.7699 1/bohr
pair wavevector cutoff = 7.5398 1/bohr
orbital kinetic cutoff = 7.1061 hartree
pair kinetic cutoff = 28.4245 hartree
|L rho_11(2M)| = 9.0706e-04 (no unit)
reference exchange energy = -1.55409261 hartree
overlap error, N=12: 2.928e-04 (no unit)
errors at shift t = 0, in hartree:
 N  K  truncation    aliasing       total
13  6   2.000e-04  -1.496e-03  -1.296e-03
15  7   3.083e-05  -3.783e-04  -3.475e-04
17  8   3.994e-06  -1.221e-05  -8.216e-06
19  9   4.126e-07   3.216e-06   3.628e-06
21 10   3.782e-08   8.000e-08   1.178e-07
23 11   3.002e-09  -2.022e-08  -1.722e-08
total error under shifts, and filtered error, in hartree:
 N  mean         amplitude    clean |n|  filtered
13  -1.195e-04   4.741e-03      0     7.541e-01
15  -1.387e-05   3.750e-04      2     6.956e-02
17  -1.422e-06   4.181e-05      4     5.661e-03
19  -1.237e-07   5.182e-06      6     2.000e-04
21  -9.583e-09   2.044e-07      8     3.994e-06
23  -5.677e-10   2.120e-08     10     3.782e-08
N=25: |total error| < 1e-12 hartree at all tested shifts
relative error, N=13, t=0: 0.0834 percent
edge weights w+, w- = 9.25815e-04, 9.25815e-04 (no unit)
v_11 = 0.020825, v_12 = 0.017513 hartree bohr
hand truncation, N=23: 3.002e-09 hartree
hand mean error, N=23: -5.677e-10 hartree
\end{verbatim}
